\section*{Lead self-energies and transmission in a nonorthogonal orbital basis}

\section{The situation and the conventions}

A magnetic tunnel junction has two ferromagnetic leads separated by a few atomic layers of insulator. In an atomic-orbital calculation the leads contribute infinitely many orbitals, and orbitals on the two sides of each lead--device boundary overlap. To obtain a finite matrix problem one must know what replaces a lead, and whether the Hamiltonian element across the boundary suffices as the coupling. It does not: the coupling is $H-ES$, and the transmission generally changes if $ES$ is dropped.

The treatment is for independent electrons in a mean field, without inelastic scattering. The orbitals are fixed and linearly independent, $H$ is Hermitian, and $S$ is Hermitian and positive definite. Coefficients obey $i\hbar S\dot c=Hc$, hence $H\psi=ES\psi$ for stationary states. Define
\begin{equation}
K(z)=zS-H,\qquad z=E+i\eta,\quad \eta\to0^+ .
\end{equation}
The orbitals are divided into left lead $L$, device $D$ and right lead $R$. The device is long enough that $H_{LR}=S_{LR}=0$; otherwise the two self-energies below do not separate.

\section{Elimination of the leads}

Let $\mathcal G=K^{-1}$ for the whole system. For a source in $D$, the lead rows ($\alpha=L,R$) and device row of $K\mathcal G=1$ are
\begin{align}
K_{\alpha\alpha}\mathcal G_{\alpha D}+K_{\alpha D}\mathcal G_{DD}&=0,\\
K_{DD}\mathcal G_{DD}+\sum_\alpha K_{D\alpha}\mathcal G_{\alpha D}&=1 .
\end{align}
The block $K_{\alpha\alpha}$ is invertible for $\eta>0$, because the imaginary part of $x^\dagger K_{\alpha\alpha}x$ is $\eta\,x^\dagger S_{\alpha\alpha}x>0$ for $x\neq0$. With $g_\alpha=K_{\alpha\alpha}^{-1}$, the first row gives $\mathcal G_{\alpha D}=-g_\alpha K_{\alpha D}\mathcal G_{DD}$. Substitution in the second gives
\begin{align}
G\equiv\mathcal G_{DD}&=\bigl(zS_{DD}-H_{DD}-\Sigma_L-\Sigma_R\bigr)^{-1},\\
\Sigma_\alpha&=K_{D\alpha}g_\alpha K_{\alpha D}\nonumber\\
&=(H_{D\alpha}-zS_{D\alpha})\,g_\alpha\,(H_{\alpha D}-zS_{\alpha D}). \label{sigma}
\end{align}
The two minus signs in $K=-(H-zS)$ cancel. Both factors contain $z$. At complex $z$ the right factor is not the adjoint of the left one, which would contain $z^*$; they become adjoints as $\eta\to0^+$.

A numerical test used random complex matrices with three device and six lead orbitals at $z=0.7+0.4i$ eV. Equation~(\ref{sigma}) reproduced the device block of the full inverse to $1.2\times10^{-16}\ \mathrm{eV}^{-1}$. Using the adjoint gave an error of $3.7\times10^{-3}\ \mathrm{eV}^{-1}$, and omitting the overlap gave $3.0\times10^{-3}\ \mathrm{eV}^{-1}$.

The limit of large $|z|$ shows what the overlap contributes. For a finite block, $g_\alpha\simeq S_{\alpha\alpha}^{-1}/z$, so
\begin{equation}
\Sigma_\alpha\simeq z\,S_{D\alpha}S_{\alpha\alpha}^{-1}S_{\alpha D}.
\end{equation}
The self-energy grows linearly and reduces the device overlap to $S_{DD}-\sum_\alpha S_{D\alpha}S_{\alpha\alpha}^{-1}S_{\alpha D}$. A coupling made of $H$ alone gives a self-energy falling as $1/z$ instead.

\section{From the self-energy to the transmission}

\subsection{The scattering state}

Let $\varphi$ be a state of the isolated left lead, $K_{LL}\varphi=0$, containing one incoming Bloch wave and its reflection at the lead's end. Joining the device adds an outgoing part $\chi$, so $\psi_L=\varphi+\chi$. The lead rows and the outgoing condition give
\begin{equation}
\chi=-g_LK_{LD}\psi_D,\qquad \psi_R=-g_RK_{RD}\psi_D .
\end{equation}
The device row then reads $(K_{DD}-\Sigma_L-\Sigma_R)\psi_D+K_{DL}\varphi=0$, or
\begin{equation}
\psi_D=-GK_{DL}\varphi .
\end{equation}

\subsection{The conserved current}

Take $\eta\to0^+$. Let $M$ be the part of the right lead between the device and a distant cut, and $F$ the part beyond it, with $M$ long enough that $K_{DF}=0$. Multiply $K_{MD}\psi_D+K_{MM}\psi_M+K_{MF}\psi_F=0$ by $\psi_M^\dagger$ and subtract the complex conjugate. The Hermitian middle term cancels. The remaining terms say that
\begin{equation}
J=\frac{i}{\hbar}\left(\psi_M^\dagger K_{MD}\psi_D-\mathrm{c.c.}\right)
=\frac{i}{\hbar}\left(\psi_F^\dagger K_{FM}\psi_M-\mathrm{c.c.}\right),
\end{equation}
so $J$ is the same at both cuts.

To identify $J$ with particle current, consider a Bloch wave $\psi_n=ce^{ikn}$ in a lead whose neighbouring layers have blocks $H_1,S_1$ from $n$ to $n+1$. With $K_1=ES_1-H_1$,
\begin{equation}
\hbar J=i\,c^\dagger(K_1^\dagger e^{-ik}-K_1e^{ik})c
=c^\dagger\bigl[H'(k)-ES'(k)\bigr]c .
\end{equation}
Here $H(k)=H_0+H_1e^{ik}+H_1^\dagger e^{-ik}$, and similarly for $S(k)$. Differentiating $[H(k)-E(k)S(k)]c=0$ and multiplying by $c^\dagger$ removes the derivative of $c$ and leaves
\begin{equation}
\hbar J=E'(k)\,c^\dagger S(k)c .
\end{equation}
This is group velocity times norm per layer, as required. With several Bloch waves present, cross terms between different $k$ would oscillate from cut to cut; conservation of $J$ excludes them.

At the device boundary, $\psi_R^\dagger K_{RD}\psi_D=-\psi_D^\dagger\Sigma_R^\dagger\psi_D$. Therefore
\begin{equation}
J=\frac1\hbar\psi_D^\dagger\Gamma_R\psi_D,\qquad
\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger).
\end{equation}

\subsection{The sum over incoming states}

Normalize the lead states to a delta function in energy. A narrow packet $\int dE\,a(E)\varphi_Ee^{-iEt/\hbar}$ then has norm $\int|a|^2dE=1$. Integrating its transmitted current over time produces $2\pi\hbar\,\delta(E-E')$, so the transmitted probability is $\int|a|^2\,hJ(E)\,dE$. Each incoming state thus contributes $hJ=2\pi\psi_D^\dagger\Gamma_R\psi_D$ to $T$.

The spectral form of $g_L$ gives $i(g_L-g_L^\dagger)=2\pi\sum_\nu\varphi_\nu\varphi_\nu^\dagger$, with $\nu$ running over the energy-normalized states at $E$. Hence $\Gamma_L=2\pi\sum_\nu K_{DL}\varphi_\nu\varphi_\nu^\dagger K_{LD}$, and
\begin{align}
T&=2\pi\sum_\nu\varphi_\nu^\dagger K_{LD}G^\dagger\Gamma_RGK_{DL}\varphi_\nu\nonumber\\
&=\mathrm{Tr}\bigl[\Gamma_LG^\dagger\Gamma_RG\bigr]
=\mathrm{Tr}\bigl[\Gamma_LG\Gamma_RG^\dagger\bigr].\label{trans}
\end{align}
The two traces describe incidence from the left and from the right. They agree because $G^{-1}-(G^\dagger)^{-1}=i(\Gamma_L+\Gamma_R)$ implies
\begin{equation}
G(\Gamma_L+\Gamma_R)G^\dagger=i(G-G^\dagger)=G^\dagger(\Gamma_L+\Gamma_R)G .
\end{equation}
Multiplying by $\Gamma_L$, taking the trace and cancelling the common term $\mathrm{Tr}[\Gamma_LG\Gamma_LG^\dagger]$ leaves the equality.

\section{What omission does}

Omission here means replacing $H_{D\alpha}-ES_{D\alpha}$ by $H_{D\alpha}$, while keeping the overlap inside the leads and inside the device. From (\ref{sigma}), the discarded part is
\begin{equation}
\Sigma_\alpha-\Sigma_\alpha^{\rm om}
=-E(S_{D\alpha}g_\alpha H_{\alpha D}+H_{D\alpha}g_\alpha S_{\alpha D})
+E^2S_{D\alpha}g_\alpha S_{\alpha D}.
\end{equation}
It vanishes at $E=0$, but that energy has no physical distinction. Moving the energy zero to $c$ means $E\to E-c$ and $H\to H-cS$, under which
\begin{equation}
(E-c)S-(H-cS)=ES-H .
\end{equation}
The correct $T$ is unchanged. The truncated coupling becomes $H_{D\alpha}-cS_{D\alpha}$: it is the correct coupling frozen at energy $c$. Omission is therefore harmless at $E=c$, and its error elsewhere depends on an arbitrary choice.

\section{A chain that can be solved by hand}

For one orbital per site, let the on-site energy be $\varepsilon$, the hopping $h$ and the neighbour overlap $s$, all real. The Bloch condition $E(1+2s\cos q)=\varepsilon+2h\cos q$ rearranges to
\begin{equation}
E-\varepsilon=2\tau\cos q,\qquad \tau=h-Es .
\end{equation}
Removing the end site of a half-infinite chain leaves an identical chain, so $g=(E-\varepsilon-\tau^2g)^{-1}$. This quadratic has the retarded solution, with $\operatorname{Im}g<0$ in the band,
\begin{equation}
g=\frac{E-\varepsilon-i\sqrt{4\tau^2-(E-\varepsilon)^2}}{2\tau^2}.
\end{equation}
Outside the band one takes the real root with $|\tau g|<1$, since $\tau g$ is the amplitude ratio between successive sites and must describe decay.

In the band, $\Sigma=\tau^2g=\tau\cos q-i|\tau\sin q|$ and $\Gamma=2|\tau\sin q|$. For one site between two identical leads, $G^{-1}=2\tau\cos q-2\Sigma=2i|\tau\sin q|$, so $T=\Gamma^2|G|^2=1$, as a uniform chain requires.

Omission replaces $\Sigma$ by $h^2g=r\Sigma$, where $r=(h/\tau)^2$. Then $G^{-1}=2(1-r)\tau\cos q+2ir|\tau\sin q|$ and
\begin{equation}
T^{\rm om}=\frac{r^2\sin^2q}{(1-r)^2\cos^2q+r^2\sin^2q}.\label{ideal}
\end{equation}
Inside the band this equals one if $r=1$, meaning $Es=0$ or $Es=2h$, or if $\cos q=0$. The last case is a coincidence of devices with an odd number of sites. With two sites at $E=\varepsilon$, $\Sigma^{\rm om}=-ir|\tau|$, the inverse Green matrix has determinant $-(1+r^2)\tau^2$, and
\begin{equation}
T^{\rm om}=(2r|\tau|)^2\frac{\tau^2}{(1+r^2)^2\tau^4}=\frac{4r^2}{(1+r^2)^2}.
\end{equation}

\section{A thick barrier and the magnetoresistance}

Let $G^0$ be the Green matrix of an isolated barrier of $N$ sites. The self-energies act on its end sites, so $G=G^0+G^0\Sigma G$ gives
\begin{align}
G_{1N}&=G^0_{1N}+G^0_{11}\Sigma_LG_{1N}+G^0_{1N}\Sigma_RG_{NN},\\
G_{NN}&=G^0_{NN}+G^0_{N1}\Sigma_LG_{1N}+G^0_{NN}\Sigma_RG_{NN}.
\end{align}
Solving the second line for $G_{NN}$ and inserting it in the first yields
\begin{equation}
G_{1N}=\frac{G^0_{1N}}{(1-\Sigma_LG^0_{11})(1-\Sigma_RG^0_{NN})-\Sigma_L\Sigma_R(G^0_{1N})^2}.
\end{equation}
For a thick barrier the last term is exponentially small and $G^0_{11},G^0_{NN}$ approach the barrier's real surface function $g_b$. Thus, for lead spins $\sigma,\sigma'$,
\begin{equation}
T_{\sigma\sigma'}\simeq|G^0_{1N}|^2D_\sigma D_{\sigma'},\qquad
D_\sigma=\frac{\Gamma_\sigma}{|1-\Sigma_\sigma g_b|^2}.
\end{equation}
With $T_P=T_{\uparrow\uparrow}+T_{\downarrow\downarrow}$, $T_{AP}=2T_{\uparrow\downarrow}$ and $P=(D_\uparrow-D_\downarrow)/(D_\uparrow+D_\downarrow)$,
\begin{equation}
\mathrm{TMR}=\frac{T_P}{T_{AP}}-1=\frac{(D_\uparrow-D_\downarrow)^2}{2D_\uparrow D_\downarrow}
=\frac{2P^2}{1-P^2}.
\end{equation}

\section{Worked junction}

The work function and barrier height are of the rough size found in iron/alumina/iron, but the parameters do not form a computed band structure. The barrier mass is 0.98 electron masses, while values fitted to alumina junctions are roughly 0.2 to 0.4; the model's wave therefore decays faster, and a barrier of the same height and thickness with mass 0.4 or 0.2 would transmit about 140 or 1500 times more. Sites are 0.2 nm apart, $s=0.1$, and five barrier sites give 1.0 nm. Relative to vacuum, $E_F=-4.5$ eV, $\varepsilon_\uparrow=-4.3$ eV, $\varepsilon_\downarrow=-2.3$ eV and $\varepsilon_B=-0.2$ eV. Hoppings are $h_{ij}=t_0+s(\varepsilon_i+\varepsilon_j)/2$ with $t_0=-1.4$ eV, so a uniform potential shift adds a multiple of $S$ to $H$. The barrier is 1.97 eV high, and the minority band begins 0.133 eV below $E_F$.

For an ideal minority chain, $h=-1.4-0.23=-1.63$ eV and $\tau=-1.63-(-4.5)(0.1)=-1.18$ eV. Hence $r=1.908$ and $\cos q=(-2.2)/(-2.36)=0.932$. Equation~(\ref{ideal}) gives $0.477/(0.717+0.477)=0.400$: with a one-site device, omission makes a perfect wire reflect 60\% of the electrons. The figure changes with the length of the device.

For the junction at $E_F$:
\begin{center}
\begin{tabular}{lcc}
 & correct & overlap omitted\\
$T_{\uparrow\uparrow}$ & $2.13\times10^{-6}$ & $6.14\times10^{-6}$\\
$T_{\downarrow\downarrow}$ & $7.59\times10^{-7}$ & $1.04\times10^{-5}$\\
$T_{\uparrow\downarrow}$ & $1.27\times10^{-6}$ & $7.99\times10^{-6}$\\
$D_\uparrow,\ D_\downarrow$ (eV) & 1.947, 1.164 & 3.310, 4.303\\
$P$ & 0.252 & $-0.130$\\
TMR & 13.55\% & 3.46\%
\end{tabular}
\end{center}
Direct matching of Bloch waves reproduces the correct transmissions. The correct polarization is $P=(1.9473-1.1637)/3.1110=0.2519$, and $2P^2/(1-P^2)=0.1355$.

Omission reverses the sign of $P$. The lead--barrier factors $r$ are similar: $(1.625/1.175)^2=1.91$ for majority and $(1.525/1.075)^2=2.01$ for minority spin. The difference lies in the denominator of $D_\sigma$. Since $E_F-\varepsilon_\uparrow=-0.2$ eV is small, $\Sigma_\uparrow$ is nearly imaginary, and enlarging it increases $|1-\Sigma_\uparrow g_b|$. For minority spin, $E_F-\varepsilon_\downarrow=-2.2$ eV gives $\Sigma_\downarrow$ a large negative real part; $g_b$ is also negative, so enlarging $\Sigma_\downarrow$ brings the denominator closer to zero. The ratios $D^{\rm om}/D$ are 1.70 and 3.70.

The choice of energy zero is equally visible. With the zero at vacuum, at $E_F$ and at $-10$ eV, omission multiplies $T_{\uparrow\uparrow}$ by 2.89, 1.00 and 0.085. A zero at $E_F$ makes the coupling correct at that energy alone, and below the barrier edge the two transmissions agree nowhere else (above the edge they cross at a few accidental energies): 0.3 eV above $E_F$, the truncated result is 8\% below the correct one.

\section{Checks for an implementation}

\textbf{Ideal lead.} $T$ must equal the number of open channels. A two-orbital chain was tested with (energies in eV)
\begin{gather*}
S_0=\begin{pmatrix}1&0.08\\0.08&1\end{pmatrix},\quad
S_1=\begin{pmatrix}0.10&0.03\\0.05&0.08\end{pmatrix},\\
H_0=\begin{pmatrix}-4.4&-0.3\\-0.3&-3.0\end{pmatrix},\quad
H_1=\begin{pmatrix}-1.6&-0.2\\-0.3&-1.2\end{pmatrix}.
\end{gather*}
At $-5.5$ and $-3.5$ eV it has one and two channels. The correct coupling gave 1.0000 and 2.0000; omission gave 0.8803 and 1.9665.

\textbf{Position of the cut.} Moving zero to three lead layers into the device left the correct $T_{\uparrow\uparrow}$ unchanged to rounding. With omission it took the values $6.14$, $0.71$, $6.45$ and $0.69$, in units of $10^{-6}$. The alternation follows from the recursion for $g$. The faulty bond now lies inside the majority lead, where $r=(1.83/1.38)^2=1.76$. Near the band centre, $g\simeq-i/|\tau|$; one site beyond a faulty bond the surface function is $1/(-r\tau^2g)=g/r$, and after another site it is $rg$.

\textbf{Time evolution.} A packet with a density width of 25 sites and mean energy near $E_F$ was sent along a majority chain containing one barrier site. The transmitted fraction was 0.1874. Averaging $T(E)$ over the packet gave 0.1874 with the correct coupling and 0.4738 with omission.

\textbf{Energy alignment.} If the lead matrices come from a separate calculation whose potential lies lower than that of the device calculation by $c$, add $cS_{\alpha\alpha}$ to the lead Hamiltonian. If the coupling block $H_{D\alpha}$ was also taken from the lead calculation, add $cS_{D\alpha}$ to it. Shifting the diagonal alone is not a change of energy zero.

\section{Limits of the junction model}

The table describes normal incidence. Suppose transverse momentum is conserved and the transverse mass is the same in every layer, 0.98 electron masses. A transverse energy $E_\parallel$ then raises all $\varepsilon_i$ equally, and the parallel resistance--area product is
\begin{equation}
(RA)^{-1}=\frac{e^2}{h}\frac{m}{2\pi\hbar^2}\int T_P\,dE_\parallel .
\end{equation}
The TMR becomes 259\%, mainly because above $E_\parallel=0.133$ eV the minority channel is closed and only $T_{\uparrow\uparrow}$ survives; transverse energies below that edge alone would give 42\%. The product is $1.8\times10^4\ \Omega\,\mu\mathrm m^2$. Omission gives 122.5\% and $4.4\times10^3\ \Omega\,\mu\mathrm m^2$.

Other corrections were sized separately at normal incidence. Fermi smearing at 300 K gives a TMR of 14.1\%, and a 0.1 V bias with a linear potential drop gives 13.9\%. One more barrier site multiplies $T_P$ by 0.057. A static image potential with a rough optical permittivity of 3 lowers the barrier centre by 0.33 eV and the end sites by 1.20 eV, multiplies $T_P$ by 20 and reduces the TMR to 0.3\%. The fall in TMR comes almost entirely from the end sites. They lie 0.1 nm from the assumed metal faces, where the classical image potential is unreliable.

Alumina junctions typically show a TMR of some tens of per cent, as a rough figure, so 259\% is far from typical. Their amorphous barrier breaks the assumed conservation of transverse momentum. Going from normal incidence to full conservation moves the model from 14\% to 259\%; the effect of disorder itself was not computed, nor were spin-flip scattering, realistic $d$ bands and longer-range overlap. The model therefore does not predict a device's TMR. Its comparison of couplings holds all other parameters fixed and isolates the error from the missing overlap. The numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Elimination error, correct coupling: 1.2e-16 1/eV
Elimination error, adjoint used at complex z: 3.7e-03 1/eV
Elimination error, overlap omitted: 3.0e-03 1/eV
Two-orbital lead at -5.5 eV: channels 1, T 1.0000, omitted 0.8803
Two-orbital lead at -3.5 eV: channels 2, T 2.0000, omitted 1.9665
Minority lead hopping h: -1.6300 eV
Minority lead h - E s: -1.1800 eV
Self-energy factor r: 1.9081
cos q: 0.9322
Ideal minority chain T, correct: 1.0000
Ideal minority chain T, omitted: 0.3996
Omitted T at E = eps, one-site device: 1.0000
Omitted T at E = eps, two-site device: 0.7602
Wave packet transmitted fraction: 0.18740
Same from T(E), correct: 0.18740
Same from T(E), omitted: 0.47376
Site spacing 0.2 nm, overlap 0.1, t0 -1.4 eV, E_F -4.5 eV
On-site energies: up -4.3, down -2.3, barrier -0.2 eV
Barrier thickness: 1.00 nm
Barrier height: 1.967 eV
Majority band bottom below E_F: 2.133 eV
Minority band bottom below E_F: 0.133 eV
Band-bottom mass: 0.980 electron masses
Barrier decay constant: 7.169 1/nm
T up-up: correct 2.1262e-06, omitted 6.1446e-06, matching 2.1262e-06
T down-down: correct 7.5936e-07, omitted 1.0383e-05, matching 7.5936e-07
T up-down: correct 1.2706e-06, omitted 7.9874e-06, matching 1.2706e-06
D up, D down, correct: 1.9473, 1.1637 eV
P correct: 0.2519; TMR correct: 13.55 %
D up, D down, omitted: 3.3104, 4.3032 eV
P omitted: -0.1304; TMR omitted: 3.46 %
T up-up omitted, 0-3 lead sites in device: 6.14e-06, 7.06e-07, 6.45e-06, 6.86e-07
Relative spread of correct T over cuts: 4.0e-16
Omitted/correct T up-up, energy zero at 0.0 eV: 2.8899
Omitted/correct T up-up, energy zero at -4.5 eV: 1.0000
Omitted/correct T up-up, energy zero at -10.0 eV: 0.0850
Same ratio, zero at E_F, energy E_F + 0.3 eV: 0.9179
With transverse momentum, correct: TMR 259.0 %, RA 1.82e+04 ohm um2
With transverse momentum, omitted: TMR 122.5 %, RA 4.41e+03 ohm um2
TMR with 300 K smearing: 14.09 %
Parallel T at 300 K over T at 0 K: 1.0249
TMR at 0.1 V bias: 13.93 %
Image lowering at mid-barrier: 0.333 eV
Image force: parallel T multiplied by: 20.36
TMR with image force: 0.26 %
One extra barrier site: parallel T multiplied by: 0.0568
\end{verbatim}
